# Threshold-Voltage Variance from Random Dopants and the Factor One Third

A silicon n-channel transistor with a gate of 35 nm by 70 nm and $3\times10^{18}$ acceptors per cm³ has on average 153 acceptors in its depletion layer. If each raised the threshold voltage by the same 1.875 mV, the Poisson spread of $\sqrt{153}\approx12.4$ acceptors would give a standard deviation of 23.2 mV. Yet when acceptors are placed at random and the threshold condition is solved for each of 20,000 placements, the standard deviation is 13.5 mV. The variance is about one third of the simple estimate. The reason is that an acceptor counts less the deeper it lies.

### Threshold as a lateral average

Let $x$ be the depth below the silicon surface, $A=LZ$ the gate area, and $\psi$ the potential relative to the neutral bulk. The ionized acceptors have density $N(\mathbf r)$ and charge density $-qN$, so in the depletion layer $\varepsilon_s\nabla^2\psi=qN$. Average this equation over $A$. The lateral derivatives integrate to the flux through the side walls, which is taken to be zero. The averages, written with the same symbols, then obey

$$\varepsilon_s\frac{d^2\psi}{dx^2}=qN(x).\tag{1}$$

In the depletion approximation the averaged layer has a sharp edge at $x=W$, where $\psi=\psi'=0$. Integrating (1) from $x$ to $W$ gives $-\psi'(x)=(q/\varepsilon_s)\int_x^W N(x')\,dx'$. Integrating again from the surface and exchanging the order of integration, each $x'$ is reached from all $0<x<x'$, which supplies a factor $x'$:

$$\psi_s\equiv\psi(0)=\frac{q}{\varepsilon_s}\int_0^W xN(x)\,dx.\tag{2}$$

Threshold is defined here as the gate voltage at which this averaged surface potential reaches $\psi_s=2\phi_F=2(kT/q)\ln(N/n_i)$, with the mean doping $N$ and the intrinsic density $n_i$. The inversion charge is neglected at that point. The displacement entering the silicon then balances the depletion charge, and the oxide, of capacitance $C_{ox}$ per area, carries the voltage $Q/C_{ox}$:

$$V_T=V_{FB}+\psi_s+\frac{Q}{C_{ox}},\qquad Q=q\int_0^W N(x)\,dx.\tag{3}$$

For uniform mean doping, (2) gives $\psi_s=qNW^2/(2\varepsilon_s)$, hence

$$W=\sqrt{\frac{2\varepsilon_s\psi_s}{qN}}.\tag{4}$$

### The weight of one acceptor

Add one acceptor at depth $x_0<W$. After averaging it is a sheet, $\delta N(x)=\delta(x-x_0)/A$. The surface potential is pinned by the threshold condition, while the edge may move by $\delta W$. To first order, (2) requires

$$0=\frac{x_0}{A}+WN\,\delta W,\qquad \delta W=-\frac{x_0}{ANW}.\tag{5}$$

The edge retreats because the new charge already supplies some of the band bending. The change of $Q$ contains both the added charge and the charge given up at the edge:

$$\delta Q=q\left(\frac1A+N\,\delta W\right)=\frac qA\left(1-\frac{x_0}{W}\right).\tag{6}$$

With $V_{FB}$ and $\psi_s$ fixed, (3) gives

$$\delta V_T=\frac{q}{C_{ox}A}\,w(x_0),\qquad w(x)=1-\frac xW.\tag{7}$$

An acceptor at the surface bends the bands hardly at all and counts fully. One at the edge replaces an acceptor that was there already and counts for nothing.

The same weight follows from the response of the whole gate stack. At the old edge the potential perturbation vanishes to first order, since $\psi$ starts quadratically there. Put $c=C_{ox}/\varepsilon_s$. Continuity of displacement at the surface reads $\delta\psi'(0)=c[\delta\psi(0)-\delta V_G]$, and the acceptor raises the slope by $q/(\varepsilon_sA)$ at $x_0$. At fixed gate voltage, following $\delta\psi$ from the surface to $W$ gives

$$0=\delta\psi(0)(1+cW)+\frac{q(W-x_0)}{\varepsilon_sA}.\tag{8}$$

The mean surface potential therefore falls by $q(W-x_0)/[\varepsilon_sA(1+cW)]$. A gate step alone gives $0=\delta\psi(0)+cW[\delta\psi(0)-\delta V_G]$, so it raises the surface potential by $cW\,\delta V_G/(1+cW)$. Equating the fall and the rise cancels $1+cW$ and returns (7). The lateral position of the acceptor has dropped out.

### Poisson statistics and the integral

Divide the layer into slabs of thickness $\Delta x$. For a Poisson process the numbers of acceptors in different slabs are independent, and each has a variance equal to its mean, $NA\,\Delta x$. By (7), a fluctuation in the slab at $x$ enters $V_T$ multiplied by $qw(x)/(C_{ox}A)$. Variances of independent terms add, with their multipliers squared:

$$\sigma_{V_T}^2=\left(\frac{q}{C_{ox}A}\right)^2NA\int_0^W\left(1-\frac xW\right)^2dx.\tag{9}$$

With $u=x/W$ the integral is $W\int_0^1(1-u)^2du=W/3$. Writing $n=NAW$ for the mean number in the layer,

$$\sigma_{V_T}=\frac{q}{C_{ox}A}\sqrt{\frac n3}=\frac{q}{C_{ox}}\sqrt{\frac{NW}{3LZ}}.\tag{10}$$

The one third is the mean square of a weight that falls linearly from one to zero. Since the part of the integral from $u=a$ to 1 is $(1-a)^3/3$, the lower half of the layer supplies one eighth of the variance.

Equation (10) is the leading order in $1/n$. The same slab sum applied to (5) gives the motion of the edge: $\langle\delta W^2\rangle=(NAW)^{-2}NA\int_0^Wx^2dx=W^2/(3n)$. The linearization thus needs $\sqrt{3n}\gg1$. For $n=153$ the edge moves by 4.7% of $W$ rms.

### Number and depth fluctuations

Let $K$ be the number of acceptors above the nominal depth $W$. Given $K$, their depths are independent and uniform. The weight of each has mean $1/2$ and variance $1/3-1/4=1/12$. The summed weight then has conditional mean $K/2$ and conditional variance $K/12$. Adding the variance of the mean to the mean of the variance, with $\mathrm{var}\,K=\langle K\rangle=n$,

$$\frac n3=\frac n4+\frac n{12}.\tag{11}$$

The first term is the fluctuation in number, the second the fluctuation in depth. A model in which the doping varies but stays uniform keeps only the first. At fixed $\psi_s$, (4) gives $Q=qNW\propto\sqrt N$, so $\delta Q/Q=\delta N/(2N)$. With $\delta N/N=1/\sqrt n$, the charge count $n$ varies by $\sqrt n/2$ and its variance is $n/4$.

The random placements test (10) and (11) without linearization. Depths were drawn in order from the surface, with exponentially distributed gaps of mean $1/(NA)$. The contributions $qx/(\varepsilon_sA)$ were added until they reached $\psi_s$, the last acceptor being counted fractionally. The variance of the resulting count, divided by $n$, was 0.339, against 0.333. Its regression on $K$ had slope 0.500, and the variance left over was $0.085\,n$, against $0.083\,n$. The two variances lie about 2% above the formulas. Sampling error is about 1%, so this run does not separate chance from corrections of order $1/n$.

### Worked example

The gate stack has 0.6 nm of silicon oxide and 2.0 nm of a high-k film with relative permittivity 20. Its equivalent oxide thickness is $t=0.6+2.0\times3.9/20=0.99$ nm, which gives $C_{ox}=3.49$ µF/cm². At 300 K, $kT/q=25.85$ mV. With $n_i=10^{10}$ cm⁻³,

$$\psi_s=2(0.02585\ \mathrm V)\ln(3\times10^8)=1.009\ \mathrm V.$$

Equation (4), with silicon permittivity $11.7\,\varepsilon_0$, gives $W=20.9$ nm. In cubic nanometres the doping is $0.003$ nm⁻³, so $n=0.003\times35\times70\times20.86=153.3$. The step $q/(C_{ox}A)$ is 1.875 mV, and

$$\sigma_{V_T}=1.875\ \mathrm{mV}\times\sqrt{153.3/3}=13.4\ \mathrm{mV}.$$

The uniform-density model gives $1.875\sqrt{153.3/4}=11.6$ mV. Multiplying 13.4 mV by $\sqrt{LZ}$ gives the area coefficient, 0.66 mV µm.

Substituting (4) into (10) shows the scaling, with $\varepsilon_{ox}$ the permittivity of silicon oxide:

$$\sigma_{V_T}=\frac{qt}{\varepsilon_{ox}}\,\frac{(2\varepsilon_sN\psi_s/q)^{1/4}}{\sqrt{3LZ}}.\tag{12}$$

At fixed $t$, area and temperature, the logarithm in $\psi_s$ adds $1/[4\ln(N/n_i)]$ to the exponent $1/4$ of $N$. The local exponent here is 0.263.

### A lightly doped surface layer

The cancellation of $N$ in (5) and (6) used only its value at the edge, so the weight (7) also holds for a smooth or stepped mean profile. Suppose there are no acceptors above depth $d$ and density $N$ below it. Equation (2) gives $W^2=W_0^2+d^2$, where $W_0$ is the uniform-doping value (4) at the same $N$ and $\psi_s$. The integral in (9) now starts at $d$ and equals $(W-d)^3/(3W^2)$, so

$$\frac{\sigma_{V_T}^2}{\sigma_0^2}=\frac{(W-d)^3}{W^2W_0},\tag{13}$$

where $\sigma_0$ is the value (10) for uniform doping. For $d=5$ nm, $W=21.5$ nm and the standard deviation falls by a factor 0.68, to 9.1 mV. The mean threshold also falls, because the layer holds $NA(W-d)\approx121$ acceptors instead of 153, which is worth about 61 mV. The comparison holds $N$, $\psi_s$ and the stack fixed, not the threshold voltage.

### Mobile holes and localized acceptors

A real depletion edge is smeared by holes. For uniform mean doping and Boltzmann holes, $\varepsilon_s\psi''=qN(1-e^{-q\psi/kT})$. A doping perturbation changes the potential according to

$$\delta\psi''-g(x)\,\delta\psi=\frac{q}{\varepsilon_s}\delta N,\qquad g=\frac{q^2N}{\varepsilon_skT}e^{-q\psi/kT},\tag{14}$$

with $\delta\psi=0$ at the surface and in the bulk. Let $w''=gw$, with $w(0)=1$ and $w\to0$ in the bulk. Multiply (14) by $w$ and integrate. Two integrations by parts leave $-\delta\psi'(0)=(q/\varepsilon_s)\int w\,\delta N\,dx$, so $\delta Q=-\varepsilon_s\delta\psi'(0)=q\int w\,\delta N\,dx$, and $w$ is the weight. Differentiating the unperturbed equation gives $\psi'''=g\psi'$. The field $E=-\psi'$ obeys the equation for $w$, and therefore

$$w(x)=\frac{E(x)}{E(0)}.\tag{15}$$

For a sharp edge $E\propto W-x$, which restores (7). A finite-difference solution of the nonlinear equation, with and without a weak acceptor sheet, gives the weight directly:

| Depth (nm) | Solved weight | $E(x)/E(0)$ | $1-x/W$ |
|---|---|---|---|
| 2 | 0.903 | 0.903 | 0.904 |
| 10 | 0.514 | 0.514 | 0.521 |
| 16 | 0.226 | 0.226 | 0.233 |

The argument for (15) holds for any mobile charge that depends on $\psi$ alone. Including electrons as well as holes and integrating $w^2$ numerically multiplies $\sigma_{V_T}$ by 0.983.

A single acceptor is not a sheet, and nearby holes respond nonlinearly. In a three-dimensional solution with a periodic cell 24 nm wide and a 2 nm grid, an acceptor confined to one grid cell had weights 0.903, 0.707 and 0.510 at depths of 2, 6 and 10 nm. A sheet of the same total charge on the same depth grid gave 0.903, 0.708 and 0.511. This agreement is shown only for that cell size and those depths. Where holes are more plentiful, nearer the edge, or when the charge is confined to a smaller cell, classical holes collect in the Coulomb well of the acceptor and it counts for less than the sheet. By the cubic law above, those below 10 nm carry about 14% of the variance.

### Comparison with a real transistor

The inputs are rough values for a planar high-k, metal-gate transistor of about the 45 nm generation. Real channels of this kind have nonuniform implants, and grains of the gate metal can add a variation absent here. The estimates below each change one assumption and are not to be multiplied into a prediction.

Of the corrections estimated here, the largest comes from the quantum inversion layer. In a triangular well with the surface field $qNW/\varepsilon_s=0.97$ MV/cm and electron mass $0.916\,m_e$, the value normal to a (100) surface for the lowest valleys, the lowest level lies at 0.17 eV and its charge is centred at $z=1.18$ nm. A small field change $\delta E$ shifts this level by $qz\,\delta E$, so threshold pins the potential near $z$ rather than at the surface. Repeating the stack calculation with $\delta\psi(z)=0$ in place of $\delta\psi(0)=0$, the weight becomes $1+cx$ above $z$ and $(1+cz)(W-x)/(W-z)$ below it. At fixed $W$, its mean square raises $\sigma_{V_T}$ by a factor 1.44, to about 19 mV. Thinning the oxide therefore cannot remove the spread as (12) suggests, because the silicon above $z$ remains. Adding 0.17 V to $\psi_s$ gives a separate factor 1.04.

In a simple charge-sharing estimate, source and drain act the other way. Take junctions whose edge is a quarter circle of radius $r=15$ nm centred at the surface, with depletion width $W$. Their depletion regions end on a circle of radius $r+W$, which at depth $W$ lies a distance $\Delta$ beyond the junction's surface edge, with $(r+\Delta)^2+W^2=(r+W)^2$. With its sides taken as straight, the gate-controlled region then narrows on each side by $\Delta=r(\sqrt{1+2W/r}-1)=14.2$ nm at the bottom. Inserting the factor $1-2\Delta u/L$ into the integral for one third multiplies $\sigma_{V_T}$ by $\sqrt{1-\Delta/(2L)}=0.89$. This reduction belongs to the threshold of the area-averaged potential. If the current is instead limited by a barrier near the middle of a short channel, acceptors there count more than those near the junctions, and the spread can rise. At 400 K, with $n_i\propto T^{3/2}e^{-E_g/2kT}$ and $E_g=1.12$ eV, the lower $\psi_s$ gives a factor 0.98.

The definition of threshold is a more basic limit. Repeating the stack calculation at lateral wavenumber $k$, with the edge held at zero potential, gives the amount by which an acceptor at $x$ lowers that Fourier component of the surface potential:

$$G=\frac{q}{\varepsilon_s}\frac{\sinh k(W-x)}{k\cosh kW+c_k\sinh kW},\quad c_k=\frac{\varepsilon_{ox}}{\varepsilon_s}k\coth kt.\tag{16}$$

Here the stack is treated as silicon oxide of thickness $t$. Under a wide gate the local variance of surface potential is $N\int_0^W dx\int_0^\infty G^2k\,dk/(2\pi)$. Numerical integration gives an rms ripple of 36 mV, or $1.4\,kT/q$. The distribution is skewed: part of this variance comes from deep, narrow dips beside acceptors close to the surface, so rises of the full rms size are rarer than in a Gaussian. Where one occurs it multiplies the local density of surface electrons by about four, so subthreshold current favours paths of high surface potential. Equation (10) describes the spread of the area-averaged threshold. The spread of a threshold read from the current requires a transport calculation through this uneven potential, and the averaged model does not supply it.
